# The C6 coefficient from dipole coupling, worked for two hydrogen atoms: test program

```python
"""Dispersion coefficient C6 of two ground-state hydrogen atoms.

Result under test (Hartree atomic units), for the energy -C6/R^6:
  C6 = 6 sum_nm |z_n|^2 |z_m|^2 / (w_n + w_m)
     = (3/pi) integral_0^inf alpha_A(iu) alpha_B(iu) du,
  alpha(iu) = sum_n 2 w_n |z_n|^2 / (w_n^2 + u^2).
z_n: dipole matrix element from the ground state; w_n: excitation energy;
R: distance of the nuclei; u: imaginary part of the frequency.
London's formula is the case of a single frequency for each atom.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.constants import physical_constants

mp.mp.dps = 60


def pseudostates(size):
    """Excitation energies and |z_n|^2 in the basis r^(k+2) exp(-r), l = 1."""
    def moment(n):
        return mp.factorial(n) / mp.mpf(2) ** (n + 1)
    overlap, excitation = mp.matrix(size, size), mp.matrix(size, size)
    dipole = mp.matrix(size, 1)
    for j in range(size):
        dipole[j] = 2 / mp.sqrt(3) * moment(j + 4)
        for k in range(size):
            overlap[j, k] = moment(j + k + 4)
            excitation[j, k] = ((1 - mp.mpf((k + 1) * (k + 2)) / 2)
                                * moment(j + k + 2)
                                + (k + 1) * moment(j + k + 3))
    inverse = mp.inverse(mp.cholesky(overlap))
    energies, vectors = mp.eigsy(inverse * excitation * inverse.T)
    amplitudes = vectors.T * (inverse * dipole)
    return (np.array([float(energies[i]) for i in range(size)]),
            np.array([float(amplitudes[i] ** 2) for i in range(size)]))


def c6_double_sum(w, z2):
    return 6 * np.sum(np.outer(z2, z2) / (w[:, None] + w[None, :]))


def alpha_states(u, w, z2):
    return np.sum(2 * w * z2 / (w ** 2 + u ** 2))


def alpha_grid(u, step, r_max=40.0):
    """Solve (H - E0 + iu) F = z psi0 by finite differences."""
    r = step * np.arange(1, int(round(r_max / step)))
    source = 2 * r ** 2 * np.exp(-r) / np.sqrt(3)
    bands = np.zeros((3, r.size), dtype=complex)
    bands[0, 1:] = bands[2, :-1] = -0.5 / step ** 2
    bands[1] = 1 / step ** 2 + 1 / r ** 2 - 1 / r + 0.5 + 1j * u
    response = solve_banded((1, 1), bands, source.astype(complex))
    return 2 * step * np.dot(source, response).real


def alpha_extrapolated(u):
    """Remove the leading step-squared error of the grid."""
    return (4 * alpha_grid(u, 0.01) - alpha_grid(u, 0.02)) / 3


def london(alpha_a, alpha_b, w_a, w_b):
    return 1.5 * alpha_a * alpha_b * w_a * w_b / (w_a + w_b)


# Dipole coupling from the full Coulomb energy of the four charges.
s = sp.symbols("s", positive=True)          # s = 1/R
xa, ya, za, xb, yb, zb = sp.symbols("xa ya za xb yb zb", real=True)


def inverse_distance(x, y, z):
    """R / |R e_z + (x, y, z)| as a function of s = 1/R."""
    return 1 / sp.sqrt(1 + 2 * s * z + s ** 2 * (x ** 2 + y ** 2 + z ** 2))


scaled = (1 + inverse_distance(xb - xa, yb - ya, zb - za)
          - inverse_distance(xb, yb, zb) - inverse_distance(-xa, -ya, -za))
assert sp.expand(scaled.subs(s, 0)) == 0
assert sp.expand(sp.diff(scaled, s).subs(s, 0)) == 0
second = sp.diff(scaled, s, 2).subs(s, 0) / 2
assert sp.expand(second - (xa * xb + ya * yb - 2 * za * zb)) == 0

# Frequency integral that separates the two atoms.
a, b = 0.3, 1.7
integral = quad(lambda u: a * b / ((a * a + u * u) * (b * b + u * u)),
                0, np.inf, epsabs=1e-12, epsrel=1e-11)[0]
assert abs(integral - np.pi / (2 * (a + b))) < 1e-8

# Two-function model of hydrogen, against the values found by hand.
w2, z2_2 = pseudostates(2)
assert np.allclose(w2, [0.4, 1.0], atol=1e-12)
assert np.allclose(z2_2, [5 / 6, 1 / 6], atol=1e-12)
c6_two = c6_double_sum(w2, z2_2)
assert abs(c6_two - 363 / 56) < 1e-12

# Factor 6: diagonalize two coupled model atoms at finite distance.
R = 20.0
h_atom = np.diag(np.concatenate(([0.0], np.tile(w2, 3))))
identity = np.eye(7)
h_pair = np.kron(h_atom, identity) + np.kron(identity, h_atom)
for axis, weight in enumerate((1, 1, -2)):
    d = np.zeros((7, 7))
    d[0, 1 + 2 * axis:3 + 2 * axis] = np.sqrt(z2_2)
    d = d + d.T
    h_pair += weight * np.kron(d, d) / R ** 3
c6_diagonalized = -np.linalg.eigvalsh(h_pair)[0] * R ** 6
assert abs(c6_diagonalized / c6_two - 1) < 1e-5

# London's formula: normal modes of two unlike isotropic oscillators.
wa, wb = 0.4, 1.0                            # unit mass and unit charge
shift = 0.0
for weight in (1, 1, -2):
    g = weight / R ** 3
    modes = np.linalg.eigvalsh(np.array([[wa ** 2, g], [g, wb ** 2]]))
    shift += 0.5 * (np.sum(np.sqrt(modes)) - wa - wb)
c6_oscillators = -shift * R ** 6
c6_london_oscillators = london(1 / wa ** 2, 1 / wb ** 2, wa, wb)
assert abs(c6_oscillators / c6_london_oscillators - 1) < 1e-5

# Convergence with the number of basis functions.
sizes = (1, 2, 3, 4, 6, 10, 15)
states = {n: pseudostates(n) for n in sizes}
series = [c6_double_sum(*states[n]) for n in sizes]
assert all(y > x - 1e-11 for x, y in zip(series, series[1:]))
w, z2 = states[15]
c6 = series[-1]
assert abs(c6 - series[-2]) < 1e-5
assert abs(c6 - 6.499) < 5e-4

# Independent road: radial grid and integral over imaginary frequency.
nodes, weights = np.polynomial.legendre.leggauss(40)
scale = 0.45
u_points = scale * (1 + nodes) / (1 - nodes)
u_weights = weights * 2 * scale / (1 - nodes) ** 2
grid_values = np.array([alpha_extrapolated(u) for u in u_points])
c6_grid = 3 / np.pi * np.sum(u_weights * grid_values ** 2)
assert abs(c6_grid - c6) < 1e-4              # remaining grid error
state_values = np.array([alpha_states(u, w, z2) for u in u_points])
c6_integral = 3 / np.pi * np.sum(u_weights * state_values ** 2)
assert abs(c6_integral - c6) < 1e-6
table = [(u, alpha_states(u, w2, z2_2), alpha_states(u, w, z2),
          alpha_extrapolated(u)) for u in (0.0, 0.25, 0.5, 1.0, 2.0)]
assert all(abs(row[2] - row[3]) < 1e-4 for row in table)
alpha0 = table[0][2]
assert abs(alpha0 - 4.5) < 1e-10

# Mean square dipole and the 1s-2p element from the wave functions.
mean_z2 = quad(lambda r: 4 * r ** 4 * np.exp(-2 * r) / 3, 0, 60)[0]
assert abs(mean_z2 - np.sum(z2)) < 1e-8
z_2p = quad(lambda r: 2 * r * np.exp(-r) * r * r ** 2 * np.exp(-r / 2)
            / (2 * np.sqrt(6)) / np.sqrt(3), 0, 80)[0]
w_2p = 0.5 * (1 - 1 / 4)
c6_2p = 6 * z_2p ** 4 / (2 * w_2p)

# London estimates for hydrogen; two of them are rigorous bounds.
w_mean = 2 * mean_z2 / alpha0
c6_ionization = london(alpha0, alpha0, 0.5, 0.5)
c6_lower = london(alpha0, alpha0, w_2p, w_2p)
c6_upper = london(alpha0, alpha0, w_mean, w_mean)
assert c6_lower < c6 < c6_upper < c6_ionization
w_matched = c6 / (0.75 * alpha0 ** 2)

hartree = physical_constants["Hartree energy"][0]
rydberg = physical_constants["Rydberg constant times hc in J"][0]

print("Hartree atomic units: energy E_h, length a0")
for i in range(2):
    print(f"N=2 pseudostate {i + 1}: w = {w2[i]:.4f} E_h, "
          f"|z|^2 = {z2_2[i]:.6f} a0^2")
print(f"N=2 C6, double sum = {c6_two:.6f} E_h a0^6")
print(f"N=2 C6, diagonalization at R = {R:.0f} a0: "
      f"{c6_diagonalized:.6f} E_h a0^6")
for n, value in zip(sizes, series):
    print(f"C6 with N = {n:2d} functions = {value:.8f} E_h a0^6")
print("alpha(iu) in a0^3: N=2, N=15, radial grid")
for u, two, many, grid in table:
    print(f"  u = {u:.2f} E_h: {two:.5f}  {many:.5f}  {grid:.5f}")
print(f"C6, frequency integral, N=15 = {c6_integral:.6f} E_h a0^6")
print(f"C6, frequency integral, grid = {c6_grid:.5f} E_h a0^6")
print(f"static polarizability = {alpha0:.6f} a0^3")
print(f"mean z^2 in the ground state = {mean_z2:.6f} a0^2")
print(f"1s-2p dipole element z = {z_2p:.6f} a0")
print(f"1s-2p excitation energy = {w_2p:.4f} E_h")
print(f"C6 from both atoms in 2p only = {c6_2p:.4f} E_h a0^6")
print(f"  share of the full C6 = {100 * c6_2p / c6:.1f} percent")
print(f"London, w = ionization energy 0.5 E_h: "
      f"{c6_ionization:.4f} E_h a0^6")
print(f"  excess over the full C6 = "
      f"{100 * (c6_ionization / c6 - 1):.1f} percent")
print(f"London, w = 1s-2p energy (lower bound): {c6_lower:.4f} E_h a0^6")
print(f"London, w = {w_mean:.4f} E_h (upper bound): "
      f"{c6_upper:.4f} E_h a0^6")
print(f"w for which London gives the full C6 = {w_matched:.4f} E_h")
print(f"Oscillators w = {wa}, {wb} E_h: normal modes "
      f"{c6_oscillators:.5f} E_h a0^6")
print(f"  London's formula {c6_london_oscillators:.5f} E_h a0^6")
print(f"Leading energy at R = {R:.0f} a0: {-c6 / R ** 6:.4e} E_h")
print(f"Final C6 = {c6:.6f} E_h a0^6")
print(f"Final C6 = {c6 * hartree / rydberg:.6f} Ry a0^6")
print("verified")
```

It prints:

```
Hartree atomic units: energy E_h, length a0
N=2 pseudostate 1: w = 0.4000 E_h, |z|^2 = 0.833333 a0^2
N=2 pseudostate 2: w = 1.0000 E_h, |z|^2 = 0.166667 a0^2
N=2 C6, double sum = 6.482143 E_h a0^6
N=2 C6, diagonalization at R = 20 a0: 6.482142 E_h a0^6
C6 with N =  1 functions = 6.00000000 E_h a0^6
C6 with N =  2 functions = 6.48214286 E_h a0^6
C6 with N =  3 functions = 6.49844398 E_h a0^6
C6 with N =  4 functions = 6.49900258 E_h a0^6
C6 with N =  6 functions = 6.49902660 E_h a0^6
C6 with N = 10 functions = 6.49902671 E_h a0^6
C6 with N = 15 functions = 6.49902671 E_h a0^6
alpha(iu) in a0^3: N=2, N=15, radial grid
  u = 0.00 E_h: 4.50000  4.50000  4.50000
  u = 0.25 E_h: 3.30998  3.31262  3.31262
  u = 0.50 E_h: 1.89268  1.90539  1.90539
  u = 1.00 E_h: 0.74138  0.74244  0.74244
  u = 2.00 E_h: 0.22692  0.22447  0.22447
C6, frequency integral, N=15 = 6.499027 E_h a0^6
C6, frequency integral, grid = 6.49903 E_h a0^6
static polarizability = 4.500000 a0^3
mean z^2 in the ground state = 1.000000 a0^2
1s-2p dipole element z = 0.744936 a0
1s-2p excitation energy = 0.3750 E_h
C6 from both atoms in 2p only = 2.4636 E_h a0^6
  share of the full C6 = 37.9 percent
London, w = ionization energy 0.5 E_h: 7.5938 E_h a0^6
  excess over the full C6 = 16.8 percent
London, w = 1s-2p energy (lower bound): 5.6953 E_h a0^6
London, w = 0.4444 E_h (upper bound): 6.7500 E_h a0^6
w for which London gives the full C6 = 0.4279 E_h
Oscillators w = 0.4, 1.0 E_h: normal modes 2.67857 E_h a0^6
  London's formula 2.67857 E_h a0^6
Leading energy at R = 20 a0: -1.0155e-07 E_h
Final C6 = 6.499027 E_h a0^6
Final C6 = 12.998053 Ry a0^6
verified
```
